# Nuclear gradients of optimised natural orbital functionals without response equations: verification in Python

```python
"""
Nuclear gradient of a fully optimised natural orbital functional.

Energy:  E = Vnn + 2 sum_p n_p h_pp + sum_pq (A_pq J_pq - B_pq K_pq)
  n_p  occupation per spin (0..1), J_pq = (pp|qq), K_pq = (pq|qp)
Result under test, for a nuclear coordinate X:
  dE/dX = Vnn^X + 2 sum_p n_p h_pp^X + sum_pq (A_pq J_pq^X - B_pq K_pq^X)
          - sum_pq Lambda_pq S_pq^X
  ^X       derivative of atomic-orbital integrals at fixed coefficients
  Lambda   Lagrange multipliers of orbital orthonormality
No derivative of orbitals or occupations appears.  The reference values are
finite differences of energies that are optimised anew at each geometry.
Internal work is in hartree and bohr; printed values are in SI units.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.optimize import minimize
from pyscf import gto, scf

HARTREE_J = physical_constants["Hartree energy"][0]
BOHR_M = physical_constants["Bohr radius"][0]
AJ = HARTREE_J * 1e18             # attojoule per hartree
PM = BOHR_M * 1e12                # picometre per bohr
NN = HARTREE_J / BOHR_M * 1e9     # nanonewton per hartree/bohr
STEP_PM = 0.5
STEP = STEP_PM / PM


def molecule(symbols, coords, charge):
    atoms = [(s, tuple(float(v) for v in r)) for s, r in zip(symbols, coords)]
    return gto.M(atom=atoms, unit="Bohr", basis="6-31g", charge=charge,
                 verbose=0)


def ao_integrals(mol):
    h = mol.intor("int1e_kin") + mol.intor("int1e_nuc")
    return mol.intor("int1e_ovlp"), h, mol.intor("int2e", aosym="s1")


def transform(h, eri, C):
    g = np.einsum("abcd,ai,bj,ck,dl->ijkl", eri, C, C, C, C, optimize=True)
    return C.T @ h @ C, g


def orthonormal_basis(mol):
    S, h, eri = ao_integrals(mol)
    s, U = np.linalg.eigh(S)
    T = (U / np.sqrt(s)) @ U.T
    return (T,) + transform(h, eri, T)


# ---------- energy minimisations (no orbital Lagrangian is used) ----------
def exact_pair(mol):
    """Lowest two-electron singlet: pair matrix X, signed amplitudes c."""
    T, h, g = orthonormal_basis(mol)
    m = len(h)
    one = np.eye(m)
    H = np.kron(h, one) + np.kron(one, h)
    H = H + g.transpose(0, 2, 1, 3).reshape(m * m, m * m)
    values, vectors = np.linalg.eigh(H)
    X = vectors[:, 0].reshape(m, m)
    assert np.abs(X - X.T).max() < 1e-8      # singlet ground state
    c, U = np.linalg.eigh((X + X.T) / 2)
    order = np.argsort(-np.abs(c))
    c, U = c[order], U[:, order]
    return values[0] + mol.energy_nuc(), T @ U, c, (U * np.abs(c)) @ U.T


def muller_function(x, h, g):
    """Mueller energy of X = sqrt(density matrix), scaled to trace X^2 = 1."""
    m = len(h)
    X = x.reshape(m, m)
    X = (X + X.T) / 2
    norm = np.sqrt(np.sum(X * X))
    X = X / norm
    D = X @ X
    J = np.einsum("ijkl,kl->ij", g, D)
    K = np.einsum("ijkl,jk->il", g, X)
    energy = 2 * np.sum(h * D) + 2 * np.sum(J * D) - np.sum(X * K)
    M = 2 * h + 4 * J
    G = M @ X + X @ M - 2 * K
    G = (G + G.T) / 2
    G = (G - np.sum(G * X) * X) / norm
    return energy, G.ravel()


def muller(mol):
    T, h, g = orthonormal_basis(mol)
    m = len(h)
    start = exact_pair(mol)[3].ravel()
    x = minimize(muller_function, start, args=(h, g), jac=True,
                 method="BFGS", options={"gtol": 1e-6}).x
    for _ in range(12):                      # Newton refinement
        x = x / np.linalg.norm(x)
        grad = muller_function(x, h, g)[1]
        if np.linalg.norm(grad) < 1e-12:
            break
        hess = np.empty((m * m, m * m))
        for i in range(m * m):
            d = np.zeros(m * m)
            d[i] = 1e-4
            hess[i] = (muller_function(x + d, h, g)[1]
                       - muller_function(x - d, h, g)[1]) / 2e-4
        x = x - np.linalg.pinv((hess + hess.T) / 2, rcond=1e-5) @ grad
    energy, grad = muller_function(x, h, g)
    assert np.linalg.norm(grad) < 1e-9
    X = x.reshape(m, m)
    X = (X + X.T) / 2
    X = X / np.linalg.norm(X)
    c, U = np.linalg.eigh(X)
    c, U = c[::-1], U[:, ::-1]
    assert c[-1] > 0                         # X is a true square root
    return energy + mol.energy_nuc(), T @ U, c


def run_rhf(mol):
    mf = scf.RHF(mol)
    mf.conv_tol = 1e-13
    mf.conv_tol_grad = 1e-9
    mf.max_cycle = 100
    mf.kernel()
    return mf


def muller_frozen_orbitals(mol):
    """Mueller occupations optimised in fixed Hartree-Fock orbitals."""
    C = run_rhf(mol).mo_coeff
    _, h, eri = ao_integrals(mol)
    hm, g = transform(h, eri, C)
    hd = np.diag(hm)
    J, K = np.einsum("ppqq->pq", g), np.einsum("pqqp->pq", g)

    def function(x):
        norm = np.linalg.norm(x)
        y = x / norm
        n = y * y
        e = 2 * n @ hd + 2 * n @ J @ n - y @ K @ y
        d = 4 * y * hd + 8 * y * (J @ n) - 2 * K @ y
        return e, (d - (d @ y) * y) / norm

    start = np.full(len(hd), 0.1)
    start[0] = 1.0
    res = minimize(function, start, jac=True, method="BFGS",
                   options={"gtol": 1e-9})
    return res.fun + mol.energy_nuc(), C, res.x / np.linalg.norm(res.x)


# ---------- the derived formulas ----------
def nof_energy(mol, C, n, A, B):
    _, h, eri = ao_integrals(mol)
    hm, g = transform(h, eri, C)
    return (mol.energy_nuc() + 2 * n @ np.diag(hm)
            + np.sum(A * np.einsum("ppqq->pq", g))
            - np.sum(B * np.einsum("pqqp->pq", g)))


def multipliers(mol, C, n, A, B):
    _, h, eri = ao_integrals(mol)
    hm, g = transform(h, eri, C)
    return 2 * (hm * n[None, :] + np.einsum("pq,rpqq->rp", A, g)
                - np.einsum("pq,rqqp->rp", B, g))


def overlap_derivative(mol, atom):
    p0, p1 = mol.aoslice_by_atom()[atom, 2:]
    ip = mol.intor("int1e_ipovlp", comp=3)
    D = np.zeros_like(ip)
    D[:, p0:p1] = -ip[:, p0:p1]
    return D + D.transpose(0, 2, 1)


def overlap_term(mol, C, L):
    W = C @ L @ C.T
    return np.array([-np.einsum("xab,ab->x", overlap_derivative(mol, a), W)
                     for a in range(mol.natm)])


def gradient_parts(mol, C, n, A, B):
    """One-electron, two-electron, overlap and nuclear parts."""
    m, natm = len(C), mol.natm
    parts = np.zeros((4, natm, 3))
    D = 2 * (C * n) @ C.T
    P = np.einsum("ap,bp->pab", C, C).reshape(C.shape[1], m * m)
    G2 = (P.T @ A @ P).reshape(m, m, m, m)
    G2 = G2 - (P.T @ B @ P).reshape(m, m, m, m).transpose(0, 2, 3, 1)
    ip1 = mol.intor("int1e_ipkin", comp=3) + mol.intor("int1e_ipnuc", comp=3)
    ip2 = mol.intor("int2e_ip1", comp=3, aosym="s1")
    R, Z = mol.atom_coords(), mol.atom_charges()
    for a in range(natm):
        p0, p1 = mol.aoslice_by_atom()[a, 2:]
        with mol.with_rinv_at_nucleus(a):
            dh = -Z[a] * mol.intor("int1e_iprinv", comp=3)
        dh[:, p0:p1] -= ip1[:, p0:p1]
        dh = dh + dh.transpose(0, 2, 1)
        parts[0, a] = np.einsum("xab,ab->x", dh, D)
        dg = np.zeros_like(ip2)
        dg[:, p0:p1] = -ip2[:, p0:p1]
        dg = dg + dg.transpose(0, 2, 1, 3, 4)
        dg = dg + dg.transpose(0, 3, 4, 1, 2)
        parts[1, a] = np.einsum("xabcd,abcd->x", dg, G2)
        for b in range(natm):
            if b != a:
                d = R[a] - R[b]
                parts[3, a] -= Z[a] * Z[b] * d / np.linalg.norm(d) ** 3
    parts[2] = overlap_term(mol, C, multipliers(mol, C, n, A, B))
    return parts


def muller_coefficients(c):
    n = c * c
    return n, 2 * np.outer(n, n), np.outer(c, c)


def five_point(values):
    """Derivative from values at -2, -1, +1, +2 steps."""
    m2, m1, p1, p2 = values
    return (m2 - 8 * m1 + 8 * p1 - p2) / (12 * STEP)


def displaced(coords, atom, axis):
    result = []
    for k in (-2, -1, 1, 2):
        R = coords.copy()
        R[atom, axis] += k * STEP
        result.append(R)
    return result


# ---------- H3+ at a scalene geometry ----------
coords_pm = np.array([[0., 0., 0.], [95., 0., 0.], [25., 105., 0.]])
coords = coords_pm / PM
symbols = ["H", "H", "H"]
mol = molecule(symbols, coords, 1)

E_m, C_m, c_m = muller(mol)
args_m = muller_coefficients(c_m)
E_x, C_x, c_x, _ = exact_pair(mol)
args_x = (c_x ** 2, np.zeros((len(c_x),) * 2), -np.outer(c_x, c_x))
E_f, C_f, c_f = muller_frozen_orbitals(mol)
args_f = muller_coefficients(c_f)

for E, C, args in ((E_m, C_m, args_m), (E_x, C_x, args_x),
                   (E_f, C_f, args_f)):
    assert abs(nof_energy(mol, C, *args) - E) < 1e-9
assert E_m < E_f

parts_m = gradient_parts(mol, C_m, *args_m)
grad_m = parts_m.sum(axis=0)
grad_x = gradient_parts(mol, C_x, *args_x).sum(axis=0)
grad_f = gradient_parts(mol, C_f, *args_f).sum(axis=0)

numeric = np.zeros((3, 3, 2))     # functional, atom, in-plane axis
for atom in range(3):
    for axis in range(2):
        energies = []
        for R in displaced(coords, atom, axis):
            md = molecule(symbols, R, 1)
            energies.append([muller(md)[0], exact_pair(md)[0],
                             muller_frozen_orbitals(md)[0]])
        numeric[:, atom, axis] = five_point(np.array(energies))

error_m = np.abs(grad_m[:, :2] - numeric[0]).max()
error_x = np.abs(grad_x[:, :2] - numeric[1]).max()
error_f = np.abs(grad_f[:, :2] - numeric[2]).max()
assert error_m < 1e-7 and error_x < 1e-7
assert np.abs(grad_m.sum(axis=0)).max() < 1e-7     # translation
assert error_f > 1e-4             # non-optimal orbitals: formula fails

# Lagrange multipliers: symmetric at the optimum, but not diagonal
L_m = multipliers(mol, C_m, *args_m)
L_f = multipliers(mol, C_f, *args_f)
asym_m, asym_f = np.abs(L_m - L_m.T).max(), np.abs(L_f - L_f.T).max()
assert asym_m < 1e-7 and asym_f > 1e-4
offdiag = np.abs(L_m - np.diag(np.diag(L_m))).max()
no_overlap = grad_m - parts_m[2]
diag_only = no_overlap + overlap_term(mol, C_m, np.diag(np.diag(L_m)))
error_no_overlap = np.abs(no_overlap[:, :2] - numeric[0]).max()
error_diag = np.abs(diag_only[:, :2] - numeric[0]).max()
assert error_no_overlap > 1e-3 and error_diag > 1e-4

# equal occupation derivatives at the optimum
S, h_ao, eri_ao = ao_integrals(mol)
hm, g = transform(h_ao, eri_ao, C_m)
J, K = np.einsum("ppqq->pq", g), np.einsum("pqqp->pq", g)
dE_dn = 2 * np.diag(hm) + 4 * J @ c_m ** 2 - (K @ c_m) / c_m
assert np.ptp(dE_dn) < 1e-6

# explicit responses for one coordinate: atom 3 along y
atom, axis = 2, 1
orbitals, occupations = [], []
for R in displaced(coords, atom, axis):
    _, Cd, cd = muller(molecule(symbols, R, 1))
    overlap = C_m.T @ S @ Cd
    order = np.abs(overlap).argmax(axis=1)
    assert len(set(order)) == len(order)
    signs = np.sign(overlap[np.arange(len(order)), order])
    orbitals.append(Cd[:, order] * signs)
    occupations.append(cd[order] ** 2)
dC, dn = five_point(orbitals), five_point(occupations)
orbital_response = 2 * np.sum((S @ C_m @ L_m) * dC)
occupation_response = dE_dn @ dn
assert np.abs(dn).max() > 1e-3 and np.abs(dC).max() > 1e-3
assert abs(orbital_response - parts_m[2, atom, axis]) < 1e-5
assert abs(occupation_response) < 1e-6

# ---------- all occupations at their bounds: Hartree-Fock LiH ----------
lih_pm = 170.0
lih = np.array([[0., 0., 0.], [0., 0., lih_pm]]) / PM
mol_l = molecule(["Li", "H"], lih, 0)
mf = run_rhf(mol_l)
n_l = mf.mo_occ / 2
nn_l = np.outer(n_l, n_l)
grad_l = gradient_parts(mol_l, mf.mo_coeff, n_l, 2 * nn_l, nn_l).sum(axis=0)
numeric_l = five_point([run_rhf(molecule(["Li", "H"], R, 0)).e_tot
                        for R in displaced(lih, 1, 2)])
_, h_l, eri_l = ao_integrals(mol_l)
hl, gl = transform(h_l, eri_l, mf.mo_coeff)
slope_l = 2 * np.diag(hl) + 2 * (2 * np.einsum("ppqq->pq", gl)
                                 - np.einsum("pqqp->pq", gl)) @ n_l
occ_l = slope_l[n_l > 0.5]
assert abs(grad_l[1, 2] - numeric_l) < 1e-7
assert np.ptp(occ_l) > 0.1 and occ_l.max() < slope_l[n_l < 0.5].min()

# ---------- printed results ----------
print("H3+, 6-31G, basis functions:", mol.nao)
for a in range(3):
    print(f"H{a+1} position x, y: {coords_pm[a,0]:.1f}, "
          f"{coords_pm[a,1]:.1f} pm")
print(f"finite-difference step: {STEP_PM} pm")
print(f"1 hartree/bohr = {NN:.4f} nN")
print(f"Mueller energy: {E_m*AJ:.6f} aJ")
print(f"exact two-electron energy in basis: {E_x*AJ:.6f} aJ")
print(f"Mueller energy, Hartree-Fock orbitals: {E_f*AJ:.6f} aJ")
print("Mueller occupations n_p:", " ".join(f"{v:.6f}" for v in c_m ** 2))
print(f"common dE/dn = 2 mu: {dE_dn.mean()*AJ:.6f} aJ")
print(f"spread of dE/dn: {np.ptp(dE_dn)*AJ:.1e} aJ")
print("Lambda_pp:", " ".join(f"{v*AJ:.5f}" for v in np.diag(L_m)), "aJ")
print(f"largest off-diagonal |Lambda_pq|: {offdiag*AJ:.5f} aJ")
print(f"largest |Lambda_pq - Lambda_qp|: {asym_m*AJ:.1e} aJ")
for label, ana, num in (("Mueller", grad_m, numeric[0]),
                        ("exact pair", grad_x, numeric[1])):
    print(f"{label} dE/dX: formula, finite difference (nN)")
    for a in range(3):
        for k in range(2):
            print(f"  H{a+1} {'xy'[k]}: {ana[a,k]*NN:.6f}, "
                  f"{num[a,k]*NN:.6f}")
print(f"largest difference, Mueller: {error_m*NN:.1e} nN")
print(f"largest difference, exact pair: {error_x*NN:.1e} nN")
print("Mueller gradient, H3 y, term by term:")
for name, part in zip(("one-electron", "two-electron", "overlap",
                       "nuclear repulsion"), parts_m):
    print(f"  {name}: {part[atom,axis]*NN:.6f} nN")
print(f"  total: {grad_m[atom,axis]*NN:.6f} nN = "
      f"{grad_m[atom,axis]:.8f} hartree/bohr")
print(f"orbital response, H3 y: {orbital_response*NN:.6f} nN")
print(f"occupation response, H3 y: {occupation_response*NN:.1e} nN")
print("dn_p/dy of H3:", " ".join(f"{v/PM*1e3:.4f}" for v in dn), "1/nm")
print(f"largest error without overlap term: {error_no_overlap*NN:.4f} nN")
print(f"largest error with diagonal Lambda: {error_diag*NN:.4f} nN")
print(f"largest error, Hartree-Fock orbitals: {error_f*NN:.4f} nN")
print(f"their largest |Lambda_pq - Lambda_qp|: {asym_f*AJ:.5f} aJ")
print(f"LiH Hartree-Fock, 6-31G, bond length: {lih_pm:.1f} pm")
print("LiH dE/dn of the filled orbitals:",
      " ".join(f"{v*AJ:.5f}" for v in occ_l), "aJ")
print(f"LiH dE/dz of H: formula {grad_l[1,2]*NN:.6f}, "
      f"finite difference {numeric_l*NN:.6f} nN")
print("success")
```

Printed output:

```
H3+, 6-31G, basis functions: 6
H1 position x, y: 0.0, 0.0 pm
H2 position x, y: 95.0, 0.0 pm
H3 position x, y: 25.0, 105.0 pm
finite-difference step: 0.5 pm
1 hartree/bohr = 82.3872 nN
Mueller energy: -5.602415 aJ
exact two-electron energy in basis: -5.532423 aJ
Mueller energy, Hartree-Fock orbitals: -5.533743 aJ
Mueller occupations n_p: 0.950675 0.031601 0.015675 0.001186 0.000442 0.000420
common dE/dn = 2 mu: -6.924872 aJ
spread of dE/dn: 1.4e-11 aJ
Lambda_pp: -9.21641 -0.43587 -0.24612 -0.02216 -0.00820 -0.00793 aJ
largest off-diagonal |Lambda_pq|: 0.03888 aJ
largest |Lambda_pq - Lambda_qp|: 9.2e-13 aJ
Mueller dE/dX: formula, finite difference (nN)
  H1 x: -1.746368, -1.746368
  H1 y: -2.232552, -2.232552
  H2 x: 2.687776, 2.687776
  H2 y: -2.209453, -2.209453
  H3 x: -0.941408, -0.941408
  H3 y: 4.442005, 4.442005
exact pair dE/dX: formula, finite difference (nN)
  H1 x: -2.187669, -2.187669
  H1 y: -2.709450, -2.709450
  H2 x: 3.344415, 3.344416
  H2 y: -2.702781, -2.702781
  H3 x: -1.156747, -1.156747
  H3 y: 5.412230, 5.412231
largest difference, Mueller: 8.1e-08 nN
largest difference, exact pair: 8.0e-08 nN
Mueller gradient, H3 y, term by term:
  one-electron: 82.367119 nN
  two-electron: -20.604241 nN
  overlap: -26.002125 nN
  nuclear repulsion: -31.318747 nN
  total: 4.442005 nN = 0.05391618 hartree/bohr
orbital response, H3 y: -26.002125 nN
occupation response, H3 y: -1.4e-11 nN
dn_p/dy of H3: -0.8419 0.7101 0.1219 0.0006 0.0052 0.0042 1/nm
largest error without overlap term: 26.9649 nN
largest error with diagonal Lambda: 0.4292 nN
largest error, Hartree-Fock orbitals: 0.5471 nN
their largest |Lambda_pq - Lambda_qp|: 0.07924 aJ
LiH Hartree-Fock, 6-31G, bond length: 170.0 pm
LiH dE/dn of the filled orbitals: -21.45875 -2.57072 aJ
LiH dE/dz of H: formula 0.558828, finite difference 0.558828 nN
success
```
